# Eliminating the two-particle Green's function with Schwinger's functional derivative

Electrons with combined space and spin coordinate $x$ have the Hamiltonian

$$H=\int\!dx\,\psi^\dagger(x)h\psi(x)+\tfrac12\int\!dx\,dx'\,v(x,x')\,\psi^\dagger(x)\psi^\dagger(x')\psi(x')\psi(x),$$

where $h$ is a Hermitian one-body operator and $v$ is real, symmetric and instantaneous. An external potential adds $\int dx\,\varphi(x,t)n(x)$, with $n=\psi^\dagger\psi$. It vanishes outside $0<t<T$. Hartree atomic units are used, and $1$ stands for $(x_1,t_1)$.

Let $U(t,t')$ be the evolution operator of $H$ plus the external term, $S=U(T,0)$, and $|\Psi\rangle$ the exact ground state of $H$ at fixed electron number. Heisenberg operators are $\psi(1)=U(0,t_1)\psi(x_1)U(t_1,0)$, and similarly for $\psi^\dagger$ and $n$. Define

$$\langle A\rangle_\varphi=\frac{\langle\Psi|SA|\Psi\rangle}{\langle\Psi|S|\Psi\rangle},\qquad G(1,2)=-i\,\langle \mathcal T\,\psi(1)\psi^\dagger(2)\rangle_\varphi ,$$

assuming $\langle\Psi|S|\Psi\rangle\neq0$ and $0<t_1,t_2<T$. The time ordering $\mathcal T$ puts later operators to the left, with a minus sign for each exchange of two fermion operators. At $\varphi=0$, $S$ acts on $\langle\Psi|$ as a phase, which cancels in the ratio, and $G$ is the usual ground-state Green's function.

**Numerical model.** Two electrons occupy two sites, A and B, so $x$ takes four values and integrals over $x$ become sums. The hopping amplitude is 0.10 Ha, level B lies 0.05 Ha above A, and $v$ is 0.40 Ha on the same site and 0.20 Ha between sites, whatever the spins. A stepwise, spin-dependent $\varphi$ acts between 2 and 16 a.u. of time. In Ha and in the order A↑, A↓, B↑, B↓, it is $(0.03,0.01,-0.02,0)$ for $2<t<6$, $(-0.02,0.04,0.01,-0.03)$ for $6<t<11$, and $(0.02,-0.01,0.03,0.01)$ for $11<t<16$. Any $T>16$ gives the same $G$. Here $|\langle\Psi|S|\Psi\rangle|=0.985$, so the ratio is well defined. The numerical check accompanying this text evaluates $G$ from its definition.

## (a) Find the equation of motion of the field operator.

**Solution.** Write $H_\varphi(t)$ for the Hamiltonian including $\varphi$. Since $\partial_tU(t,0)=-iH_\varphi U(t,0)$ and $\partial_tU(0,t)=iU(0,t)H_\varphi$,

$$i\partial_{t}\psi(x,t)=U(0,t)\,[\psi(x),H_\varphi(t)]\,U(t,0).$$

For the one-body terms use $[A,BC]=\{A,B\}C-B\{A,C\}$. With $\{\psi(x),\psi^\dagger(y)\}=\delta(x,y)$ and $\{\psi(x),\psi(y)\}=0$, they give $(h+\varphi)\psi(x)$.

For the interaction, $\psi(x)$ commutes with the pair $\psi(y')\psi(y)$, because it passes two anticommuting operators. The same identity gives

$$[\psi(x),\psi^\dagger(y)\psi^\dagger(y')]=\delta(x,y)\psi^\dagger(y')-\psi^\dagger(y)\delta(x,y').$$

The interaction part of the commutator is therefore

$$\tfrac12\!\int\!dy'\,v(x,y')\psi^\dagger(y')\psi(y')\psi(x)-\tfrac12\!\int\!dy\,v(y,x)\psi^\dagger(y)\psi(x)\psi(y).$$

In the second term $\psi(x)\psi(y)=-\psi(y)\psi(x)$ and $v(y,x)=v(x,y)$, so it equals the first. Hence

$$i\partial_{t_1}\psi(1)=[h(1)+\varphi(1)]\psi(1)+\int\!dx_3\,v(x_1,x_3)\,n(x_3,t_1)\,\psi(1).$$

The density stands to the left of $\psi(1)$, an order that will matter in part (e).

## (b) Derive the equation of motion of $G$ and identify the two-particle function in it.

**Solution.** Written out, the time-ordered product is

$$\mathcal T\psi(1)\psi^\dagger(2)=\theta(t_1-t_2)\psi(1)\psi^\dagger(2)-\theta(t_2-t_1)\psi^\dagger(2)\psi(1).$$

Differentiating the step functions gives $\delta(t_1-t_2)\{\psi(1),\psi^\dagger(2)\}=\delta(1,2)$, because at equal times the anticommutator is $\delta(x_1,x_2)$. The prefactor is $i(-i)=1$, so

$$i\partial_{t_1}G(1,2)=\delta(1,2)-i\,\langle\mathcal T\,[i\partial_{t_1}\psi(1)]\,\psi^\dagger(2)\rangle_\varphi .$$

Now insert the result of (a). To keep the density to the left of $\psi(1)$ inside the time ordering, its time $t_3$ must be infinitesimally later than $t_1$. We record this by

$$v(1^+,3)=v(x_1,x_3)\,\delta(t_1+0^+-t_3).$$

Then

$$i\partial_{t_1}G(1,2)=\delta(1,2)+[h(1)+\varphi(1)]G(1,2)-i\!\int\!d3\,v(1^+,3)\langle\mathcal T\,n(3)\psi(1)\psi^\dagger(2)\rangle_\varphi .$$

The last average contains four field operators. Define

$$G_2(1,3;2,3^+)=(-i)^2\langle\mathcal T\,\psi(1)\psi(3)\psi^\dagger(3^+)\psi^\dagger(2)\rangle_\varphi .$$

Write $n(3)=\psi^\dagger(3^+)\psi(3)$. Inside $\mathcal T$, moving $\psi^\dagger(3^+)$ to the right past $\psi(3)$ and $\psi(1)$ costs two signs, and exchanging $\psi(3)$ with $\psi(1)$ costs one. The total is $-1$, which cancels $(-i)^2=-1$:

$$\langle\mathcal T\,n(3)\psi(1)\psi^\dagger(2)\rangle_\varphi=G_2(1,3;2,3^+).$$

The equation of motion becomes

$$[i\partial_{t_1}-h(1)-\varphi(1)]G(1,2)+i\!\int\!d3\,v(1^+,3)\,G_2(1,3;2,3^+)=\delta(1,2).$$

It is exact but does not determine $G$, since $G_2$ is unknown. Physically, the motion of the added electron or hole depends on where the other electrons are at that moment, and $G_2$ carries this joint information.

## (c) Calculate $\delta G(1,2)/\delta\varphi(3)$ and use it to express $G_2$.

**Solution.** Divide the evolution into short slices of length $dt$. Changing $\varphi$ in the slice at $t_3$ changes that slice's factor by $-i\,dt\int dx_3\,\delta\varphi(3)n(x_3)$ to first order. Hence, for $t'<t_3<t$,

$$\frac{\delta U(t,t')}{\delta\varphi(3)}=-i\,U(t,t_3)\,n(x_3)\,U(t_3,t').$$

The numerator of $G$ depends on $\varphi$ both through $S$ and through the Heisenberg operators. These dependences combine. For $t_1>t_2$,

$$S\,\mathcal T\psi(1)\psi^\dagger(2)=U(T,t_1)\psi(x_1)U(t_1,t_2)\psi^\dagger(x_2)U(t_2,0),$$

and for $t_1<t_2$ there is a similar string with a minus sign. The interval from $0$ to $T$ is covered once. Whichever factor contains $t_3$, the derivative inserts $-i\,n$ at its proper place in time. Since $n$ is a product of two fermion operators, it brings no extra sign:

$$\frac{\delta}{\delta\varphi(3)}\,S\,\mathcal T\psi(1)\psi^\dagger(2)=-i\,S\,\mathcal T\,n(3)\psi(1)\psi^\dagger(2),\qquad \frac{\delta S}{\delta\varphi(3)}=-i\,S\,n(3).$$

The quotient rule gives

$$\frac{\delta G(1,2)}{\delta\varphi(3)}=-i\Big[-i\langle\mathcal T n(3)\psi(1)\psi^\dagger(2)\rangle_\varphi+i\langle n(3)\rangle_\varphi\langle\mathcal T\psi(1)\psi^\dagger(2)\rangle_\varphi\Big].$$

The first term is $(-i)^2G_2=-G_2$. In the second, the prefactor is $(-i)(i)=1$, and two substitutions are needed. From the definition of $G$, $\langle\mathcal T\psi(1)\psi^\dagger(2)\rangle_\varphi=iG(1,2)$. At coinciding points, with $\psi^\dagger$ later, the fermion sign gives $G(3,3^+)=+i\langle n(3)\rangle_\varphi$, so $\langle n(3)\rangle_\varphi=-iG(3,3^+)$. The product is $G(1,2)G(3,3^+)$. Therefore

$$G_2(1,3;2,3^+)=G(1,2)\,G(3,3^+)-\frac{\delta G(1,2)}{\delta\varphi(3)} .$$

The product describes a particle and a density that ignore each other. It comes from the denominator of $G$, whereas the numerator alone yields $-G_2$. The derivative measures the departure from this product. It contains exchange as well as correlation, and part (f) shows that it does not vanish at $v=0$.

**Numbers.** Take $x_1=x_2=\mathrm{A}{\uparrow}$, $t_1=9.1$, $t_2=7.3$, and vary $\varphi$ on $\mathrm{B}{\uparrow}$ at $t_3=8.2$ (times in a.u.). The definitions give $G(1,2)G(3,3^+)=0.0602-0.2159i$ and $G_2=0.1638-0.4418i$, so the identity predicts

$$\frac{\delta G}{\delta\varphi}=(0.0602-0.1638)+(-0.2159+0.4418)i=-0.1036+0.2259i .$$

Differencing $G$ with respect to a weak instantaneous kick gives the same value.

The output also shows that $G_2=iG(1,2)$ here, with $G(1,2)=-0.4418-0.1638i$. The model explains this. The ground state has one electron of each spin, and neither $H$ nor $\varphi$ flips spins. Between $t_2$ and $t_1$ there are thus two spin-up electrons on two sites, so $n_{\mathrm B\uparrow}=1$. The inserted density can be replaced by one, leaving $\langle\psi(1)\psi^\dagger(2)\rangle_\varphi=iG(1,2)$.

## (d) Eliminate $G_2$ from the equation of motion, and interpret each term.

**Solution.** On the right-hand side of the equation for $i\partial_{t_1}G$, the interaction contributes

$$-i\!\int\!d3\,v(1^+,3)G_2=-i\!\int\!d3\,v(1^+,3)G(3,3^+)\,G(1,2)+i\!\int\!d3\,v(1^+,3)\frac{\delta G(1,2)}{\delta\varphi(3)} .$$

The factor multiplying $G(1,2)$ in the first term is the Hartree potential,

$$V_H(1)=-i\!\int\!d3\,v(1,3)G(3,3^+)=\int\!dx_3\,v(x_1,x_3)\langle n(x_3,t_1)\rangle_\varphi .$$

The superscript on $1^+$ is not needed here, because no other operator stands in this density average. Moving all terms except the source to the left gives

$$\boxed{[i\partial_{t_1}-h(1)-\varphi(1)-V_H(1)]\,G(1,2)-i\!\int\!d3\,v(1^+,3)\frac{\delta G(1,2)}{\delta\varphi(3)}=\delta(1,2)}$$

The two-particle function has disappeared without approximation. The derivative term contains what the average potential omits, namely exchange and correlation. It is the term that a Dyson equation writes as a self-energy acting on $G$.

The price is that the equation is not closed at $\varphi=0$. It relates $G$ to the combination $\int v\,\delta G/\delta\varphi$ but gives no independent rule for that derivative, so solving it for $G$ requires $G$ as a functional of $\varphi$ in a neighbourhood of zero. One unknown function of more variables has been exchanged for the response of a simpler one.

**Numbers.** For the same element of $G$ and the same $t_1,t_2$, the densities at $t_1$ are, in the order A↑, A↓, B↑, B↓,

$$0.5242+0.0480i,\quad 0.5385-0.0679i,\quad 0.4758-0.0480i,\quad 0.4615+0.0679i .$$

They are complex because $\langle A\rangle_\varphi$ is a ratio of transition amplitudes: for $\varphi\neq0$ the bra $\langle\Psi|S$ is not, in general, proportional to $\langle\Psi|$. At $\varphi=0$ they become the real ground-state densities, 0.5432 per spin on A and 0.4568 on B. The quantity $V_H$ at finite $\varphi$ is therefore a device for generating the equations, not the potential of a physically measured density.

On site A,

$$V_H=0.40(1.0627-0.0198i)+0.20(0.9373+0.0198i)=0.6125-0.0040i\ \text{Ha}.$$

The terms on the right-hand side, in Ha, are

- $(h+\varphi)G=-0.0349-0.0199i$
- $V_HG=-0.2712-0.0986i$
- $i\int v\,\delta G/\delta\varphi=+0.0241+0.0143i$

Their sum is $-0.2820-0.1042i$ Ha, the value obtained for $i\partial_{t_1}G$ by finite differences in time. The source vanishes because $t_1\neq t_2$.

## (e) What changes if $t_3$ is taken just before $t_1$ instead of just after it?

**Solution.** The density then stands to the right of $\psi(1)$. From the anticommutators,

$$\psi(x_1)n(x_3)=n(x_3)\psi(x_1)+\delta(x_1,x_3)\psi(x_1).$$

The extra delta function adds to the right-hand side of the equation for $i\partial_{t_1}G$ the term

$$-i\,v(x_1,x_1)\langle\mathcal T\psi(1)\psi^\dagger(2)\rangle_\varphi=-i\,v(x_1,x_1)\,iG(1,2)=v(x_1,x_1)G(1,2).$$

This is a spurious interaction of the electron with itself. For the Coulomb interaction $v(x_1,x_1)$ diverges, so the superscript in $1^+$ is part of the equation. In the model the error is finite: $0.40\times(-0.4418-0.1638i)=-0.1767-0.0655i$ Ha, which is the excess found when the kick precedes $t_1$. It is larger in magnitude than the whole correct derivative term.

## (f) Find $\delta G/\delta\varphi$ for non-interacting electrons. Which approximation follows when it is used with interaction?

**Solution.** For $v=0$ the equation of motion is $[i\partial_{t_1}-h(1)-\varphi(1)]G(1,2)=\delta(1,2)$. The source does not depend on $\varphi$, so differentiation gives

$$[i\partial_{t_1}-h(1)-\varphi(1)]\frac{\delta G(1,2)}{\delta\varphi(3)}=\delta(1,3)\,G(3,2).$$

The product $G(1,3)G(3,2)$ satisfies this equation, since the operator acts on its first factor and produces $\delta(1,3)$. It remains to exclude an added solution $D(t_1)$ of the homogeneous equation.

Let the ground state be a single determinant. Expand $\psi$ in the eigenorbitals of $h$. As $t_1\to T$, the operator $\psi(1)$ stands next to $\langle\Psi|$, and $\langle\Psi|\psi_a=0$ for occupied $a$. As $t_1\to0$, it stands next to $|\Psi\rangle$, and $\psi_a|\Psi\rangle=0$ for empty $a$. These conditions hold for every $\varphi$, hence also for $\delta G/\delta\varphi$; the product obeys them through its first factor.

So $D(0)$ has only occupied components, while $D(T)=u\,D(0)$ has only empty ones, where $u$ is the one-particle evolution from $0$ to $T$. The occupied block of $u$ thus annihilates $D(0)$. But the determinant of this block is $\langle\Psi|S|\Psi\rangle$, which is non-zero by assumption. Therefore $D=0$, and

$$\frac{\delta G(1,2)}{\delta\varphi(3)}=G(1,3)\,G(3,2)\qquad(v=0).$$

Using this form in the derivative term when $v\neq0$ is an approximation. Because $t_3$ is just after $t_1$, $G(1,3)=i\rho(x_1,x_3)$ with $\rho(x_1,x_3)=\langle\psi^\dagger(x_3,t_1)\psi(x_1,t_1)\rangle_\varphi$. The factor $i\cdot i=-1$ then gives

$$i\!\int\!d3\,v(1^+,3)G(1,3)G(3,2)=-\!\int\!dx_3\,v(x_1,x_3)\rho(x_1,x_3)\,G(x_3t_1,2).$$

This is the Fock exchange operator acting on $G$. Together with $V_H$ it closes the equation at the Hartree–Fock level.

In the model with $v=0$ the product form agrees with the kick derivative to numerical accuracy. With interaction the error depends strongly on the element. For the element of (c) the product gives $-0.088+0.180i$ against the exact $-0.104+0.226i$, a deviation of about 0.05, or 20%. Over all $x_1,x_2,x_3$ with the same $t_1,t_2$ and $t_3=3$, $8.2$ or $14$, the largest deviation is 0.31. It occurs for $x_1=x_2=x_3=\mathrm B{\uparrow}$ at $t_3=14$, where the exact derivative has magnitude 0.24. The equation of motion uses only $t_3=t_1^+$. There, for the element of (d), the Fock term built from the exact $G$ is $0.0540+0.0245i$ Ha against the exact derivative term $0.0241+0.0143i$ Ha. This is about twice the exact term, and the error of 0.03 Ha is about 10% of $i\partial_{t_1}G$.

## (g) At $\varphi=0$, obtain the interaction energy from $G$ and its derivative.

**Solution.** Set $x_2=x_1$ and take $t_3$ just after $t_1$, and $t_2$ just after $t_3$. Time ordering now produces $\psi^\dagger(2)n(3)\psi(1)$ with one minus sign, so $G_2=-\langle\psi^\dagger(x_1)n(x_3)\psi(x_1)\rangle$. Also $G(1,2)G(3,3^+)=[in(x_1)][in(x_3)]=-n(x_1)n(x_3)$, where $n$ now denotes the ground-state density. The identity of (c) gives

$$\frac{\delta G(1,2)}{\delta\varphi(3)}=\langle\psi^\dagger(x_1)\psi^\dagger(x_3)\psi(x_3)\psi(x_1)\rangle-n(x_1)n(x_3).$$

Multiplying by $\frac12v(x_1,x_3)$ and integrating turns the first term on the right into the interaction energy:

$$E_{\rm int}=\tfrac12\!\int\!dx_1dx_3\,v(x_1,x_3)\Big[n(x_1)n(x_3)+\frac{\delta G(1,2)}{\delta\varphi(3)}\Big].$$

**Numbers.** The site densities are $n_A=1.0864$ and $n_B=0.9136$. The Hartree part is

$$\tfrac12\left[0.40\,(1.0864^2+0.9136^2)+2(0.20)(1.0864)(0.9136)\right]=0.6015\ \text{Ha}.$$

The derivative part is $-0.3439$ Ha ($-9.36$ eV). Their sum, 0.2576 Ha (7.01 eV), agrees with the direct expectation value of the interaction.

The energy has a simple meaning in this model. Two electrons cost 0.40 Ha on one site and 0.20 Ha on different sites, so the probability of finding both on one site is $(0.2576-0.20)/0.20=0.288$. Independent spin-up and spin-down electrons with the same densities would give $0.5432^2+0.4568^2=0.504$. The electrons avoid each other.

Replacing the derivative by $GG$, with the exact $G$, gives $-0.2816$ Ha, or 82% of the derivative part. The remaining $-0.0622$ Ha includes the avoidance between opposite spins. The product cannot describe this, because $\rho$ has no element between opposite spins in this ground state.

## Computed results

```
hopping amplitude = 0.10 Ha, level of B above A = 0.05 Ha
v same site = 0.40 Ha, v different sites = 0.20 Ha
electrons = 2, Fock states = 16, window T = 18.0 a.u.
phi in Ha on A up, A down, B up, B down
  t =  0.0 to  2.0 a.u.: +0.00 +0.00 +0.00 +0.00
  t =  2.0 to  6.0 a.u.: +0.03 +0.01 -0.02 +0.00
  t =  6.0 to 11.0 a.u.: -0.02 +0.04 +0.01 -0.03
  t = 11.0 to 16.0 a.u.: +0.02 -0.01 +0.03 +0.01
  t = 16.0 to 18.0 a.u.: +0.00 +0.00 +0.00 +0.00
ground-state energy at phi=0 = 0.124245 Ha
modulus of <S> = 0.984729
EQUATION OF MOTION, element A up, A up; t1=9.1, t2=7.3 a.u.
  G                         = -0.441750 -0.163782i
  i dG/dt1                  = -0.281988 -0.104154i Ha
  (h+phi) G                 = -0.034851 -0.019851i Ha
  V_H G                     = -0.271243 -0.098572i Ha
  i v dG/dphi, t3 after t1  = +0.024106 +0.014269i Ha
  sum of the three terms    = -0.281988 -0.104154i Ha
  excess if t3 before t1    = -0.176700 -0.065513i Ha
  v(1,1) G                  = -0.176700 -0.065513i Ha
SCHWINGER IDENTITY, same G, phi on B up at t3=8.2 a.u.
  G(1,2) G(3,3+)            = +0.060153 -0.215900i
  G2(1,3;2,3+)              = +0.163782 -0.441750i
  difference                = -0.103629 +0.225850i
  dG/dphi from kicks        = -0.103629 +0.225850i
  numerator part of dG/dphi = -0.163782 +0.441750i
LARGEST DEVIATIONS over all elements tested
  equation with G2          = 4.1e-10 Ha
  equation with dG/dphi     = 3.8e-10 Ha
  finite-pulse identity     = 2.7e-10 a.u.
  dG/dphi - GG, v=0         = 3.0e-10
  dG/dphi - GG, with v      = 0.3087
DENSITIES: -iG(3,3+) at t=9.1 a.u. with phi, and at phi=0
  A up    +0.524190 +0.048043i    0.543201
  A down  +0.538548 -0.067876i    0.543201
  B up    +0.475810 -0.048043i    0.456799
  B down  +0.461452 +0.067876i    0.456799
INTERACTION ENERGY at phi=0
  Hartree part              = +0.601493 Ha
  derivative part           = -0.343875 Ha = -9.3573 eV
  sum                       = +0.257618 Ha = +7.0101 eV
  direct expectation value  = +0.257618 Ha
  derivative part with GG   = -0.281642 Ha
  remainder beyond GG       = -0.062233 Ha
```
